# The critical fraction of fast boundaries in a hexagonal columnar film

## Result and model

Seen from above, the grains of a columnar film are taken as equal hexagons, so the grain boundaries form a honeycomb. Each boundary is fast with probability \(p\), independently of the others, and otherwise slow. An unbounded film then contains an unbounded connected network of fast boundaries, with probability one above the fraction

\[
p_c=1-2\sin\frac{\pi}{18}\approx 0.6527 ,
\]

and with probability zero below it.

The path meant here is lateral. Through the thickness, a single fast boundary suffices and no threshold arises. Triple junctions are assumed to transmit, while grain interiors, film faces and slow boundaries carry nothing. This is an ideal form of Harrison's type C regime, in which diffusion is confined to the boundaries.

Slow boundaries also form a network. Join the centres of two neighbouring grains whenever their common boundary is slow. The centres form a triangular lattice, and its bonds are present with probability \(q=1-p\). Call this the blocking network.

In a finite rhombus, either a fast path joins left to right or a blocking chain joins bottom to top, never both. To see this, collect all grains reachable from the bottom row across slow boundaries. If the top row is not reached, the rim of this set is made of fast boundaries and contains a path from left to right. If it is reached, the chain cuts the film, because a fast path could cross the chain only by running along one of its slow boundaries.

Two derivations will show that at one value \(p_0\) the fast and blocking networks have the same connection probabilities, up to a rigid motion of the plane. Call this property **balance**. It must first be shown that balance fixes the threshold.

## Why balance fixes the threshold

**Below threshold, connections decay exponentially.** For a finite set \(S\) of junctions containing the origin 0, define

\[
\varphi_p(S)=p\sum_{xy}P(0\text{ joined to }x\text{ inside }S),
\]

summed over boundaries \(xy\) with \(x\) in \(S\) and \(y\) outside. Suppose \(\varphi_p(S)<1\) for some \(S\), and let \(L\) be the largest distance of such a \(y\) from 0, counted in boundaries. Let \(C\) be the set joined to 0 inside \(S\). A fast path from 0 to distance \(kL\) leaves \(C\) for the last time through some \(xy\), and \(y\) lies outside \(S\), since otherwise it would belong to \(C\). The rest of the path avoids \(C\). The boundaries that determine \(C\), the boundary \(xy\), and those used afterwards are disjoint, hence independent. As all junctions are equivalent,

\[
P(0\to kL)\le\varphi_p(S)\,P(0\to(k-1)L)\le\varphi_p(S)^k .
\]

Since \(\varphi_p(S)\) does not decrease with \(p\), there is a value \(\tilde p\) below which some such \(S\) exists and above which \(\varphi_p(S)\ge1\) for every \(S\).

Above \(\tilde p\), let \(\theta_n\) be the probability that 0 is joined to distance \(n\). Raising the fast probability of one boundary changes \(\theta_n\) at a rate equal to the probability that this boundary is pivotal, meaning that its state decides the connection. Being pivotal is independent of the boundary's own state, so this probability equals that of "pivotal and slow" divided by \(1-p\).

Now let \(S\) be the set of junctions not joined to distance \(n\). A slow boundary \(xy\) is pivotal when 0 is joined to \(x\) inside \(S\) and \(y\) lies outside \(S\). The event that this set equals \(S\) does not depend on boundaries inside \(S\). Summing over boundaries and sets gives

\[
\frac{d\theta_n}{dp}=\frac{1}{p(1-p)}\sum_{S\ni0}\varphi_p(S)P(S)\ \ge\ \frac{1-\theta_n}{p(1-p)},
\]

because the \(P(S)\) with \(0\in S\) add up to \(1-\theta_n\). The equality was tested on a hexagon with a further bond from each corner to a common outer point: at \(p=0.6\) both sides are 0.8922296.

Dividing by \(1-\theta_n\) and integrating from \(\tilde p\) to \(p\),

\[
1-\theta_n(p)\le\frac{\tilde p(1-p)}{p(1-\tilde p)},\qquad
\theta_n(p)\ge\frac{p-\tilde p}{p(1-\tilde p)} .
\]

The bound does not depend on \(n\), so 0 belongs to an infinite cluster with positive probability. An infinite cluster then exists with probability one, since its existence is unaffected by any finite set of boundaries and such an event has probability zero or one. Hence \(\tilde p=p_c\).

**An infinite cluster is unique.** The number of infinite clusters is invariant under translations, and for independent boundaries it therefore has one fixed value. A finite value above one is impossible: a large ball would meet all the clusters with positive probability, and making its boundaries fast would merge them.

Suppose the number is infinite. Some ball then meets three infinite clusters that remain distinct when all boundaries inside the ball are made slow. Choose one junction of each cluster on the rim of the ball, and make fast a shortest path from each of the three to the centre, letting paths that meet continue together. Apart from the three chosen junctions, these paths lie inside the rim and touch no other fast boundary. The meeting point farthest from the centre now splits its cluster into three infinite parts when removed. Such junctions have positive density, so a box of side \(n\) contains on average at least \(cn^2\) of them, with \(c>0\).

In each connected piece inside the box, take a spanning tree and prune every end that is not on the rim. Each splitting junction remains as a branch point, and a tree has more ends than branch points. There are thus at most about \(n\) of them, up to a constant factor, which is a contradiction for large \(n\). The same argument holds for the blocking network.

**The two networks cannot both be infinite.** Two events that are each favoured by fast boundaries are positively correlated. For one boundary, the covariance of increasing functions \(f,g\) is \(p(1-p)(f_1-f_0)(g_1-g_0)\ge0\), where the subscripts denote slow (0) and fast (1); averaging over one boundary after another extends this to many.

Suppose both networks are infinite. Take a hexagonal box, centred on a grain, so large that it misses the infinite fast cluster with probability at most \(\varepsilon\). By sixfold symmetry and positive correlation, a given side lacks an infinite fast arm leading outwards with probability at most \(\varepsilon^{1/6}\). The same holds for blocking arms. For small \(\varepsilon\), fast arms from sides 1 and 4 and blocking arms from sides 2 and 5 occur together with probability above one half. Uniqueness requires the fast arms to be joined, and that connection separates the two blocking arms, contradicting the uniqueness of the blocking cluster.

**Conclusion.** Let balance hold at \(p_0\). If \(p_0<p_c\), fast connections decay exponentially, and by balance so do blocking ones. The chance that either crosses a rhombus of side \(m\) is then at most of order \(m\,e^{-cm}\) with some \(c>0\), although one of them must cross. If \(p_0>p_c\), both networks are infinite, which is excluded. Hence \(p_c=p_0\).

## First derivation: exchanging stars for triangles

The junctions of a honeycomb fall into two sublattices, A and B, and every boundary joins an A to a B. The three boundaries meeting at an A junction form a star with three B junctions as terminals. Compare it with a triangle of direct bonds between the same terminals, each present with probability \(q\).

| Terminals joined | Star | Triangle |
|---|---|---|
| all three | \(p^3\) | \(q^3+3q^2(1-q)\) |
| one given pair only | \(p^2(1-p)\) | \(q(1-q)^2\) |
| none | \((1-p)^3+3p(1-p)^2\) | \((1-q)^3\) |

In the star, a pair is joined when its two boundaries are fast and the third is slow. In the triangle, any two bonds already join all three terminals.

Set \(q=1-p\), the bond probability of the blocking network. The pair entries then agree for every \(p\). Each column adds up to one when the pair entry is counted three times, so a single condition remains:

\[
p^3=(1-p)^3+3p(1-p)^2=(1-p)^2(1+2p).
\]

Expanding the right-hand side,

\[
(1-2p+p^2)(1+2p)=1-3p^2+2p^3 ,
\]

and therefore

\[
p^3-3p^2+1=0 .
\]

The left side falls from 1 at \(p=0\) to \(-1\) at \(p=1\), with derivative \(3p(p-2)<0\) in between, so there is one root \(p_0\) in this interval. Substituting \(p=1-q\),

\[
(1-3q+3q^2-q^3)-3(1-2q+q^2)+1=-(q^3-3q+1)=0 .
\]

With \(q=2\sin\phi\) and \(\sin3\phi=3\sin\phi-4\sin^3\phi\),

\[
q^3-3q+1=8\sin^3\phi-6\sin\phi+1=1-2\sin3\phi=0 .
\]

Thus \(\sin3\phi=\tfrac12\). The solution with \(0<q<1\) is \(\phi=\pi/18\), which gives \(p_0=1-2\sin(\pi/18)\).

Now replace every star centred on an A junction. Each honeycomb boundary is used once, and the triangles supply each bond of the triangular lattice of B junctions once. Different stars are independent, so the connection law of all B junctions is unchanged. At \(p_0\) it is the law of a triangular lattice with bond probability \(1-p_0\), which is the blocking network after a translation. Balance holds, and \(p_c=p_0\).

The exchange was tested on three stars whose terminals close a loop. At \(p_0\) the largest difference between any two corresponding probabilities is \(2.8\times10^{-17}\), which is rounding error; at \(p=0.60\) it is 0.1003.

## Second derivation: inverting the film about a junction

This route introduces no triangle of substitute bonds. It compares the fast and blocking connections made by the same three boundaries.

Place an A junction at the origin. Its B neighbours lie at \(\mathbf r_1,\mathbf r_2,\mathbf r_3\), which have equal length and add up to zero. The three surrounding grain centres lie at \(-\mathbf r_1,-\mathbf r_2,-\mathbf r_3\), and boundary 1 separates the grains at \(-\mathbf r_2\) and \(-\mathbf r_3\). The possible states are:

- All three boundaries are fast. All B terminals are joined, and no grains are.
- Only boundary 1 is slow. Terminals 2 and 3 are joined, and so are the grains at \(-\mathbf r_2\) and \(-\mathbf r_3\). Boundaries 2 and 3 behave likewise.
- At most one boundary is fast. No terminals are joined, and all three grains are.

Inversion, \(\mathbf r\to-\mathbf r\), carries terminals to grain centres and joined pairs to joined pairs. The pair probabilities therefore match without any condition. The other two cases exchange roles, so the laws coincide when

\[
P(\text{all terminals joined})=P(\text{no terminals joined}).
\]

For independent boundaries this reads \(p^3=(1-p)^3+3p(1-p)^2\), the cubic solved above. The inversion also maps the whole lattice of A junctions to itself, and the B junctions to the grain centres. Since every boundary belongs to one A junction, agreement at each junction gives agreement over the plane. The blocking network at \(p_0\) is statistically the inverted fast network, so balance holds and again \(p_c=p_0\).

The condition extends to boundaries whose fast probabilities \(p_1,p_2,p_3\) depend on their orientation. No terminals are joined when fewer than two boundaries are fast, so

\[
p_1p_2p_3=1-(p_1p_2+p_2p_3+p_3p_1)+2p_1p_2p_3 ,
\]

or \(p_1p_2p_3-p_1p_2-p_2p_3-p_3p_1+1=0\). In the limit \(p_3=1\), it becomes \(p_1+p_2=1\): boundaries of one orientation merely join junctions, and the others form a square network. For unequal probabilities this is a balance condition. The threshold proof above used sixfold symmetry and would need extending before the condition could be called a threshold.

## What each derivation assumes

Both derivations need a planar network, independence between different A junctions, and the argument that balance fixes the threshold. They differ in what they ask of a single junction.

The first requires a partner: a triangle of independent bonds that reproduces the star. In return it relates the connection laws of two lattices with independent bonds. With either derivation, the threshold proof applied to the blocking network gives the threshold of the triangular lattice, \(1-p_0\approx0.3473\).

The second needs no partner and no independence among the three boundaries of one A junction. If \(P_k\) is the probability that \(k\) of them are fast, balance requires \(P_3=P_0+P_1\), whatever the correlation within the junction. Correlations between different A junctions remain excluded, and the threshold proof would have to be repeated for such a model.

At the threshold a junction has on average \(3p_c\approx1.96\) fast boundaries. That this lies near two is no substitute for the derivation, since the average says nothing about closed loops and dead ends.

## Finite films

A finite film has no sharp threshold. For each of 240 random rhombic films of each size, the probability \(p\) at which a fast path first crosses, as \(p\) is raised with the film's random numbers held fixed, was found directly, without the cubic. With \(16\times16\) grain centres the mean is \(0.6502\pm0.0027\) and the standard deviation from film to film is 0.043. With \(64\times64\) centres they are \(0.6539\pm0.0010\) and 0.015. The uncertainties are standard errors, and both means lie within 1.3 of them from \(p_c\).

At \(p=0.60\), a fraction 0.117 of the smaller films is crossed and none of the larger ones. At \(p=0.70\) the fractions are 0.887 and 1.000. A small device can therefore conduct below \(p_c\) or block above it.

## Effective diffusivity and an example

Let \(d\) be the grain width, \(\delta\) the boundary width and \(a=d/\sqrt3\) the length of a boundary between junctions. Per unit film thickness, a fast boundary has conductance \(g=D_{\rm fast}\delta/a\). If all boundaries are fast, a uniform concentration gradient \(\mathbf E\) conserves flux at each junction, because the bond vectors add up to zero. Equating dissipation per grain, whose area is \(3\sqrt3a^2/2\), gives

\[
D_{\rm eff}E^2\,\frac{3\sqrt3a^2}{2}=g\sum_k(\mathbf E\cdot\mathbf r_k)^2=\frac32ga^2E^2,
\]

so that

\[
D_{\rm eff}=\frac{g}{\sqrt3}=D_{\rm fast}\frac{\delta}{d}.
\]

The boundaries occupy an area fraction \(2\delta/d\) for \(\delta\ll d\). Material stored only in them therefore spreads with diffusivity \(D_{\rm fast}/2\); the factor one half comes from the directions of the boundaries.

Take \(d=50\) nm, \(\delta=0.5\) nm, thickness \(h=200\) nm and a 10 h anneal at 500 K. The diffusivities follow \(D=D_0e^{-Q/k_BT}\), with \(Q=0.9\), 1.6 and 2.2 eV for fast boundaries, slow boundaries and the lattice. The prefactors are \(0.01\) cm²/s for boundaries and 1 cm²/s for the lattice. This gives

\[
D_{\rm fast}=8.5\times10^{-12},\quad D_{\rm slow}=7.5\times10^{-19},\quad D_{\rm lattice}=6.7\times10^{-23}\ \text{cm}^2/\text{s}.
\]

The lengths \(\sqrt{Dt}\) are 5.5 µm, 1.6 nm and 0.016 nm. The last is far below \(\delta\), as type C requires, and the second is far below \(a=28.9\) nm, so slow boundaries do block during this anneal.

With all boundaries fast, \(D_{\rm eff}=8.5\times10^{-12}\times0.5/50=8.5\times10^{-14}\) cm²/s; a numerical solution of the network agrees within 0.04%. Across a span of 2.73 µm, the spreading time estimated from \(x^2=2(D_{\rm fast}/2)t\) is 2.4 h.

With the slow boundaries now allowed to carry their small flux, the median steady value over nine films of \(64\times64\) centres is \(1.9\times10^{-14}\) cm²/s at \(p=0.75\) and \(5.5\times10^{-20}\) cm²/s at \(p=0.55\). Single films scatter about these medians by up to about a quarter, so the second digit of each median is uncertain. The drop, by a factor of a few hundred thousand, reflects the loss of the connected path at fixed temperature and geometry. These are steady values. At \(p=0.55\) the same spreading estimate gives centuries for the span of 2.73 µm, so a 10 h anneal never approaches the steady state and the film simply blocks. That time is only an order of magnitude: the lattice diffusion length passes \(\delta\) after about a year, and type C no longer holds from then on.

## The model beside a real copper film

The fast-boundary and lattice energies are rough values in the regime of copper; the slow-boundary energy is a model choice. The boundary network is taken as fixed. In pure copper, grains of 50 nm coarsen well within 10 h at 500 K, so the example applies only to films whose boundaries are pinned, for instance by solutes or particles. Three further assumptions matter most.

First, film faces offer a way around the boundaries. Two faces of width \(\delta\) and diffusivity \(D_{\rm face}\) add at least \(2\delta D_{\rm face}/h\) to the lateral value. When some boundaries are slow they add more, because fast boundaries touching the faces shorten the way across them. The faces therefore match the film at \(p=0.55\) at or below \(D_{\rm face}=1.1\times10^{-17}\) cm²/s, about a millionth of \(D_{\rm fast}\). Faces as fast as a fast boundary would add at least \(4.2\times10^{-14}\) cm²/s, half the value with all boundaries fast. Bare copper surfaces are fast paths, so the threshold shows clearly in lateral transport only if both faces are well blocked.

Second, slow boundaries leak at higher temperature. For the same anneal time and energies, their diffusion length reaches \(a\) at 591 K. The lattice diffusion length equals \(\delta\) already at 579 K, so the type C picture is lost before that point. At 500 K, the lattice path around a slow boundary carries about \(D_{\rm lattice}a/(D_{\rm slow}\delta)=0.5\%\) of that boundary's own flux.

Third, real boundaries are correlated, because each depends on the orientations of two grains. Suppose a fraction \(x\) of the grains, placed at random and here called textured, shares nearly the same full orientation, so that their mutual boundaries are slow, and all other boundaries are fast. A fibre texture, which fixes only the film normal, is not enough: with random rotations about a common ⟨111⟩ normal, three quarters of the boundaries still have misorientations above 15°. In the model, blocking requires a chain of textured grains from bottom to top. If there is none, a chain of other grains joins left to right, and the boundaries along it provide the fast path. Exchanging textured and other grains, together with reflecting the rhombus, makes crossing and blocking equally likely at \(x=\tfrac12\). The fast fraction there is \(1-x^2=0.75\), not 0.65. Random films of \(32\times32\) grains give a mean balance point \(x=0.497\pm0.003\) and a fast fraction of 0.751 at \(x=\tfrac12\). This correlation thus moves the required fraction by about 0.1, so a measured fraction of fast boundaries should be compared with 0.653 only when their placement is close to random. Grain shape matters too, though less: for the irregular cells of a random Voronoi pattern the threshold is about 0.667. That value comes from published simulations; the numerical output below lists the main values computed for this text.

## Computed values

```
Star minus triangle, all joined: -p**3 + 3*p**2 - 1
Critical fast fraction, root: 0.6527036447
Critical fast fraction, sine formula: 0.6527036447
Critical slow fraction: 0.3472963553
Fast boundaries per junction at threshold: 1.9581
Patch law difference at root: 2.8e-17
Patch law difference at p=0.60: 0.1003
Growth rate at p=0.6, direct: 0.8922296
Growth rate at p=0.6, identity: 0.8922296
Duality trials: 400; fast crossings: 187
Random films per size: 240
n=16: mean threshold 0.6502 +/- 0.0027 (std. error), spread 0.0425
n=16: crossing probability at p=0.60 0.117, at p=0.70 0.887
n=64: mean threshold 0.6539 +/- 0.0010 (std. error), spread 0.0151
n=64: crossing probability at p=0.60 0.000, at p=0.70 1.000
Grain width: 50.0 nm; boundary edge: 28.87 nm
Boundary width: 0.5 nm; thickness: 200 nm
Temperature: 500 K; anneal: 10 h
Barriers fast, slow, lattice: 0.9, 1.6, 2.2 eV
Prefactors boundary, lattice: 0.01, 1.0 cm2/s
D fast boundary: 8.480e-12 cm2/s
D slow boundary: 7.460e-19 cm2/s
D lattice: 6.683e-23 cm2/s
Diffusion length, fast boundary: 5525 nm
Diffusion length, slow boundary: 1.64 nm
Diffusion length, lattice: 0.0155 nm
Lateral D_eff, all fast, formula: 8.4801e-14 cm2/s
Lateral D_eff, all fast, network: 8.4772e-14 cm2/s
Lateral D_eff, p=0.55, median of 9 films: 5.47e-20 cm2/s
Lateral D_eff, p=0.75, median of 9 films: 1.94e-14 cm2/s
Film side, n=64: 3.15 um; span: 2.73 um
Spreading time over span, all fast: 2.44 h
Lattice shunt / slow-boundary conductance: 0.0052
Slow length equals edge at: 591 K
Face D matching lateral D_eff at p=0.55: 1.09e-17 cm2/s
Critical texture fraction: 0.4971 +/- 0.0027 (std. error)
Fast fraction at texture fraction 0.5: 0.7508
```
